# Diffusivity inside both derivatives changes the equilibrium acid profile: a numerical check

```python
"""
Result under test: with a position-dependent diffusivity D(x) and no flux at
the walls, acid h(x,t) obeying
    Fick form     dh/dt = d/dx( D dh/dx )   tends to a uniform profile,
    swapped form  dh/dt = d2( D h )/dx2     tends to hbar * G / D(x),
where hbar is the mean acid and 1/G is the cell average of 1/D.
Cell: x = 0 is the exposed centre, x = L the dark centre of a line grating.
D(x) = a + b cos(pi x / L).  Units: nm, s, meV, K.  Acid is in units of hbar.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm, solve, svd, eigvals

# ---------- inputs: rough values for a chemically amplified resist ----------
L = 45.0
D_exposed, D_dark = 2.5, 0.5
bake_time, temperature = 60.0, 383.0
mean_acid = 0.03            # acids per nm^3
modulation = 0.8            # initial acid = 1 + modulation*cos(pi x/L)
loss_rate = 0.002           # 1/s
quencher_density = 0.01     # per nm^3, immobile base
ramp_time = 15.0            # s, growth of D during deprotection
solvation = 30.0            # meV, preference for exposed polymer
noise_cube = 10.0           # nm, edge of the counting volume

kT = constants.k * temperature / constants.e * 1e3
a, b = (D_exposed + D_dark) / 2, (D_exposed - D_dark) / 2
k = np.pi / L
G = np.sqrt(a * a - b * b)
r = (a - G) / b


def D_of(x):
    return a + b * np.cos(k * x)


# ---------- finite-volume operators with zero flux at both walls ----------
N = 150
dx = L / N
cell = (np.arange(N) + 0.5) * dx
face = np.arange(1, N) * dx
grad = (np.eye(N, k=1) - np.eye(N))[:-1] / dx
identity = np.eye(N)


def fick(D_face):
    return -grad.T @ (D_face[:, None] * grad)


def swapped(D_cell):
    return -grad.T @ grad * D_cell[None, :]


def fick_with_potential(D_face, phi_face, phi_cell):
    weight = D_face * np.exp(-phi_face)
    return -grad.T @ (weight[:, None] * grad) * np.exp(phi_cell)[None, :]


A_fick, A_swap = fick(D_of(face)), swapped(D_of(cell))
initial = 1 + modulation * np.cos(k * cell)

# ---------- equilibrium: normalization by quadrature, long-time evolution ----
inverse_mean = quad(lambda x: 1 / D_of(x), 0, L)[0] / L
assert abs(inverse_mean * G - 1) < 1e-9
late_fick = expm(A_fick * 4000.0) @ initial
late_swap = expm(A_swap * 4000.0) @ initial
assert np.max(abs(late_fick - 1)) < 1e-4
assert np.max(abs(late_swap - G / D_of(cell))) < 1e-3

# ---------- random walkers, independent of any grid ----------
rng = np.random.default_rng(7)


def walk(x, with_drift, steps=2000, dt=0.5):
    for _ in range(steps):
        cosine = np.cos(k * x)
        move = np.sqrt(2 * dt * (a + b * cosine)) * rng.standard_normal(x.size)
        if with_drift:
            move -= b * k * np.sin(k * x) * dt
        x = np.abs(x + move)
        x = L - np.abs(L - x)
    return x


walkers_swap = walk(rng.uniform(0, L, 20000), False)
walkers_fick = walk(walkers_swap.copy(), True)
dark_walk_swap = np.mean(walkers_swap > L / 2)
dark_walk_fick = np.mean(walkers_fick > L / 2)
dark_formula = 1 - 2 / np.pi * np.arctan(np.sqrt(D_dark / D_exposed))
assert abs(dark_walk_swap - dark_formula) < 0.015   # sampling error 0.003
assert abs(dark_walk_fick - 0.5) < 0.015            # sampling error 0.004
assert abs(np.mean(np.cos(k * walkers_swap)) + r) < 0.02

# ---------- cosine-series solution, also giving time-integrated acid ----------
M = 30
n = np.arange(M)
shift_sum = np.eye(M, k=1) + np.eye(M, k=-1)
multiply_D = a * np.eye(M) + b / 2 * shift_sum
multiply_D[1, 0] = b
C_swap = -k**2 * (n**2)[:, None] * multiply_D
C_fick = -k**2 * n[:, None] * (a * np.eye(M) + b / 2 * shift_sum) * n[None, :]
start = np.zeros(M)
start[0], start[1] = 1, modulation
flood = np.zeros(M)
flood[0] = 1


def series_solution(C, c0, t):
    big = np.block([[C, np.zeros((M, M))], [np.eye(M), np.zeros((M, M))]])
    out = expm(big * t) @ np.concatenate([c0, np.zeros(M)])
    return out[:M], out[M:]


def evaluate(c, x):
    return np.cos(np.outer(np.atleast_1d(x), k * n)) @ c


# ---------- time stepping that admits loss, quencher and moving D ----------
def evolve(generator, loss=0.0, quencher=0.0, dt=0.2):
    h, base = initial.copy(), np.full(N, quencher)
    used = np.minimum(h, base)
    h, base = h - used, base - used
    dose = np.zeros(N)
    for step in range(int(round(bake_time / dt))):
        A = generator((step + 0.5) * dt) - loss * identity
        new = solve(identity - dt / 2 * A, h + dt / 2 * (A @ h))
        used = np.minimum(np.maximum(new, 0), base)
        new, base = new - used, base - used
        dose += dt / 2 * (h + new)
        h = new
    return h, dose


def edge_shift(reference_dose, other_dose):
    """Move of the contour that lies at L/2 in the reference model."""
    s = other_dose - np.interp(L / 2, cell, reference_dose)
    crossing = np.where(s[:-1] * s[1:] < 0)[0]
    assert len(crossing) == 1
    i = crossing[0]
    return cell[i] + dx * s[i] / (s[i] - s[i + 1]) - L / 2


h_fick, dose_fick = evolve(lambda t: A_fick)
h_swap, dose_swap = evolve(lambda t: A_swap)
c_fick, q_fick = series_solution(C_fick, start, bake_time)
c_swap, q_swap = series_solution(C_swap, start, bake_time)
for h, dose, c, q in ((h_fick, dose_fick, c_fick, q_fick),
                      (h_swap, dose_swap, c_swap, q_swap)):
    assert np.max(abs(h - evaluate(c, cell))) < 1e-3
    assert np.max(abs(dose - evaluate(q, cell))) < 1e-3 * bake_time
    assert abs(np.mean(h) - 1) < 1e-9
shift = edge_shift(dose_fick, dose_swap)

# ---------- uniform film: initial unmixing rate is D'' ----------
short = 0.2
early = (expm(A_swap * short) @ np.ones(N) - 1) / short
curvature = -b * k**2 * np.cos(k * cell)
assert np.max(abs(early - curvature)) < 0.01 * np.max(abs(curvature))
flood_swap = series_solution(C_swap, flood, bake_time)[0]

# ---------- relaxation rates: equal for the cosine, unequal in general -------
def rates(A):
    return np.sort(-eigvals(A).real)[1:5]


rate_fick, rate_swap = rates(A_fick), rates(A_swap)
assert np.allclose(rate_fick, rate_swap, rtol=2e-3)
assert np.allclose(rate_fick, rates(C_fick), rtol=2e-3)


def D_exponential(x):
    return D_exposed * (D_dark / D_exposed) ** (x / L)


exp_fick = rates(fick(D_exponential(face)))[0]
exp_swap = rates(swapped(D_exponential(cell)))[0]
assert abs(exp_swap / exp_fick - 1) > 0.02

# ---------- decay laws of the two quadratic measures ----------
tiny = 1e-3
for A, weight, slope in (
        (A_fick, np.ones(N), np.sqrt(D_of(face)) * (grad @ initial)),
        (A_swap, D_of(cell), grad @ (D_of(cell) * initial))):
    ahead, behind = expm(A * tiny) @ initial, expm(-A * tiny) @ initial
    measured = np.sum(weight * (ahead**2 - behind**2)) * dx / (2 * tiny)
    assert abs(measured / (-2 * np.sum(slope**2) * dx) - 1) < 1e-3

# ---------- mixing free energy per acid, in kT ----------
def free_energy(h):
    return np.mean(h * np.log(h))


P_fick, P_swap = expm(A_fick * 20.0), expm(A_swap * 20.0)
h1, h2 = initial.copy(), np.ones(N)
F_fick, F_swap = [free_energy(h1)], [free_energy(h2)]
for _ in range(100):
    h1, h2 = P_fick @ h1, P_swap @ h2
    F_fick.append(free_energy(h1))
    F_swap.append(free_energy(h2))
assert np.all(np.diff(F_fick) < 1e-10) and np.all(np.diff(F_swap) > -1e-10)
F_formula = -np.log(1 - r * r)
assert abs(F_swap[-1] - F_formula) < 1e-3

# ---------- the hidden potential ln D, symbolically ----------
X = sp.symbols("x", positive=True)
Ds, hs = sp.Function("D", positive=True)(X), sp.Function("h")(X)
flux = -Ds * (sp.diff(hs, X) + hs * sp.diff(sp.log(Ds), X))
assert sp.simplify(flux + sp.diff(Ds * hs, X)) == 0

# ---------- hopping over saddles between wells (energies in meV) ----------
def occupation(wells, saddles):
    size = len(wells)
    W = np.zeros((size, size))
    for i in range(size - 1):
        right = np.exp(-(saddles[i] - wells[i]) / kT)
        left = np.exp(-(saddles[i] - wells[i + 1]) / kT)
        W[i + 1, i] += right
        W[i, i] -= right
        W[i, i + 1] += left
        W[i + 1, i + 1] -= left
    p = svd(W)[2][-1]
    return p / np.mean(p)


site = np.linspace(0, L, 31)
middle = (site[1:] + site[:-1]) / 2
p_saddle = occupation(np.zeros(31), -kT * np.log(D_of(middle)))
p_well = occupation(kT * np.log(D_of(site)), np.zeros(30))
expected = 1 / D_of(site)
assert np.allclose(p_saddle, 1, atol=1e-6)
assert np.allclose(p_well, expected / np.mean(expected), atol=1e-6)
wells, saddles = rng.uniform(0, 60, 31), rng.uniform(100, 160, 30)
boltzmann = np.exp(-wells / kT)
assert np.allclose(occupation(wells, saddles),
                   boltzmann / np.mean(boltzmann), atol=1e-6)

# ---------- zero gradient is not zero flux in the swapped form ----------
slope_D = (D_dark - D_exposed) / L


def product(x):
    return (D_exposed + slope_D * x) * (1 + modulation * np.cos(k * x))


s = 0.01
leak = quad(lambda x: (product(x + s) - 2 * product(x) + product(x - s)) / s**2,
            0, L)[0] / L
leak_formula = slope_D * ((1 - modulation) - (1 + modulation)) / L
assert abs(leak / leak_formula - 1) < 1e-4

# ---------- size of neglected effects ----------
_, d1 = evolve(lambda t: A_fick, loss=loss_rate)
_, d2 = evolve(lambda t: A_swap, loss=loss_rate)
shift_loss = edge_shift(d1, d2)
base = quencher_density / mean_acid
_, d1 = evolve(lambda t: A_fick, quencher=base)
_, d2 = evolve(lambda t: A_swap, quencher=base)
shift_quencher = edge_shift(d1, d2)


def D_growing(x, t):
    return D_dark + (D_of(x) - D_dark) * (1 - np.exp(-t / ramp_time))


_, d1 = evolve(lambda t: fick(D_growing(face, t)))
_, d2 = evolve(lambda t: swapped(D_growing(cell, t)))
shift_ramp = edge_shift(d1, d2)


def phi(x):
    return -solvation / kT * (1 + np.cos(k * x)) / 2


A_solv = fick_with_potential(D_of(face), phi(face), phi(cell))
late_solv = expm(A_solv * 4000.0) @ initial
boltz = np.exp(-phi(cell))
assert np.allclose(late_solv, boltz / np.mean(boltz), atol=1e-3)
_, dose_solv = evolve(lambda t: A_solv)
shift_solv = edge_shift(dose_fick, dose_solv)
count = mean_acid * noise_cube**3

# ---------- output ----------
def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


ends = np.array([0.0, L])
show("half pitch L", L, "nm", 1)
show("D exposed centre", D_exposed, "nm2/s", 2)
show("D dark centre", D_dark, "nm2/s", 2)
show("a", a, "nm2/s", 2)
show("b", b, "nm2/s", 2)
show("bake time", bake_time, "s", 0)
show("bake temperature", temperature, "K", 0)
show("kT", kT, "meV", 2)
show("mean acid hbar", mean_acid, "nm^-3")
show("initial modulation", modulation, "", 2)
show("G", G, "nm2/s", 4)
show("r", r, "", 4)
show("swapped equilibrium h/hbar, exposed", G / D_exposed, "", 4)
show("swapped equilibrium h/hbar, dark", G / D_dark, "", 4)
show("swapped equilibrium h, exposed", mean_acid * G / D_exposed, "nm^-3", 4)
show("swapped equilibrium h, dark", mean_acid * G / D_dark, "nm^-3", 4)
show("swapped acid share of dark half, formula", dark_formula, "", 4)
show("swapped acid share of dark half, walkers", dark_walk_swap, "", 4)
show("Fick acid share of dark half, walkers", dark_walk_fick, "", 4)
show("hidden energy kT ln(Dexp/Ddark)", kT * np.log(D_exposed / D_dark), "meV", 1)
show("free energy per acid, swapped equilibrium", F_formula, "kT", 4)
show("same free energy", F_formula * kT, "meV", 2)
show("slowest relaxation time, Fick", 1 / rate_fick[0], "s", 1)
show("slowest relaxation time, swapped", 1 / rate_swap[0], "s", 1)
show("exponential D: relaxation time, Fick", 1 / exp_fick, "s", 1)
show("exponential D: relaxation time, swapped", 1 / exp_swap, "s", 1)
show("uniform film: initial rate at exposed centre", -100 * b * k**2, "%/s")
for name, c in (("uniform film, swapped", flood_swap),
                ("image, Fick", c_fick), ("image, swapped", c_swap)):
    v = evaluate(c, ends)
    print(f"{name}, h/hbar after bake: exposed {v[0]:.3f}, dark {v[1]:.3f}")
for name, q in (("Fick", q_fick), ("swapped", q_swap)):
    v = evaluate(q, ends) / bake_time
    print(f"{name}, time-mean h/hbar: exposed {v[0]:.3f}, dark {v[1]:.3f}")
show("threshold, time-mean h/hbar", evaluate(q_fick, L / 2)[0] / bake_time, "", 4)
show("edge shift, swapped minus Fick (+ = to dark)", shift, "nm", 2)
show("change of dark line width", -2 * shift, "nm", 2)
show("linear D, zero gradient: initial acid gain", 100 * leak, "%/s")
show("acid loss rate", loss_rate, "1/s")
show("acid lost in bake", 100 * (1 - np.exp(-loss_rate * bake_time)), "%", 1)
show("edge shift with acid loss", shift_loss, "nm", 2)
show("quencher density", quencher_density, "nm^-3")
show("edge shift with quencher", shift_quencher, "nm", 2)
show("growth time of D", ramp_time, "s", 0)
show("edge shift with growing D", shift_ramp, "nm", 2)
show("solvation preference for exposed polymer", solvation, "meV", 0)
show("its equilibrium ratio exposed/dark", np.exp(solvation / kT), "", 2)
show("its edge shift within Fick transport", shift_solv, "nm", 2)
show("edge of counting cube", noise_cube, "nm", 0)
show("acids in that cube", count, "", 0)
show("counting noise in that cube", 100 / np.sqrt(count), "%", 0)
print("all good")
```

Running it gives:

```
half pitch L: 45.0 nm
D exposed centre: 2.50 nm2/s
D dark centre: 0.50 nm2/s
a: 1.50 nm2/s
b: 1.00 nm2/s
bake time: 60 s
bake temperature: 383 K
kT: 33.00 meV
mean acid hbar: 0.030 nm^-3
initial modulation: 0.80
G: 1.1180 nm2/s
r: 0.3820
swapped equilibrium h/hbar, exposed: 0.4472
swapped equilibrium h/hbar, dark: 2.2361
swapped equilibrium h, exposed: 0.0134 nm^-3
swapped equilibrium h, dark: 0.0671 nm^-3
swapped acid share of dark half, formula: 0.7323
swapped acid share of dark half, walkers: 0.7294
Fick acid share of dark half, walkers: 0.4984
hidden energy kT ln(Dexp/Ddark): 53.1 meV
free energy per acid, swapped equilibrium: 0.1577 kT
same free energy: 5.20 meV
slowest relaxation time, Fick: 165.1 s
slowest relaxation time, swapped: 165.1 s
exponential D: relaxation time, Fick: 196.7 s
exponential D: relaxation time, swapped: 184.9 s
uniform film: initial rate at exposed centre: -0.487 %/s
uniform film, swapped, h/hbar after bake: exposed 0.798, dark 1.300
image, Fick, h/hbar after bake: exposed 1.457, dark 0.352
image, swapped, h/hbar after bake: exposed 1.192, dark 0.501
Fick, time-mean h/hbar: exposed 1.600, dark 0.271
swapped, time-mean h/hbar: exposed 1.440, dark 0.330
threshold, time-mean h/hbar: 1.0605
edge shift, swapped minus Fick (+ = to dark): 1.22 nm
change of dark line width: -2.43 nm
linear D, zero gradient: initial acid gain: 0.158 %/s
acid loss rate: 0.002 1/s
acid lost in bake: 11.3 %
edge shift with acid loss: 1.19 nm
quencher density: 0.010 nm^-3
edge shift with quencher: 1.27 nm
growth time of D: 15 s
edge shift with growing D: 0.81 nm
solvation preference for exposed polymer: 30 meV
its equilibrium ratio exposed/dark: 2.48
its edge shift within Fick transport: -1.56 nm
edge of counting cube: 10 nm
acids in that cube: 30
counting noise in that cube: 18 %
all good
```
